# Shockley-Read-Hall Recombination Through a Single Trap Level

Light with photon energy above the gap lifts electrons of a germanium wafer into the conduction band and leaves holes in the valence band. When the light is switched off, the excess carriers disappear. An electron can fall straight across the gap, but a defect with a level inside the gap offers another route: it catches an electron from the conduction band and then a hole from the valence band, and one pair has gone. The same defect can also undo its work by returning a captured carrier to its band. How fast do pairs disappear when all these events compete?

## Four processes at one level

Let there be $N_t$ identical, independent traps per volume. Each is either empty or filled by one electron, and $f$ is the fraction filled. The electron and hole densities are $n$ and $p$.

An electron can be captured only by an empty trap. Its capture rate per volume is $c_n n N_t(1-f)$, where the capture coefficient $c_n$ is the thermal average of cross section times speed. A filled trap emits its electron at the rate $e_n$. The net loss of electrons from the conduction band is therefore

$$R_n=N_t\left[c_n n(1-f)-e_n f\right]. \tag{1}$$

Capturing a hole means that the trapped electron drops into an empty valence state, which requires a filled trap. Emitting a hole means that a valence electron rises into an empty trap. Hence

$$R_p=N_t\left[c_p p f-e_p(1-f)\right]. \tag{2}$$

Both rates are positive when carriers are lost. Transitions between traps, and light or a strong field acting on the trap, are excluded.

## Emission fixed by detailed balance

The emission rates are not free parameters. Consider conduction states at energy $E$, with density $g(E)$ and occupation $\phi(E)$. Let $c(E)$ be the capture coefficient for an electron in such a state, and $\varepsilon(E)$ the corresponding coefficient for emission into an empty state. In equilibrium, capture and emission balance at each energy separately:

$$c(E)\,\phi\,(1-f)=\varepsilon(E)\,(1-\phi)\,f. \tag{3}$$

With Fermi level $E_F$ and trap level $E_t$, the occupations obey

$$\frac{\phi}{1-\phi}=e^{-(E-E_F)/kT},\qquad \frac{1-f}{f}=e^{(E_t-E_F)/kT}. \tag{4}$$

If the empty and filled states of the trap have different statistical weights $g_0$ and $g_1$, the second ratio acquires a factor $g_0/g_1$. This factor is absorbed by using the effective level $E_t+kT\ln(g_0/g_1)$, which is called $E_t$ from here on. Solving (3) for $\varepsilon$ and inserting (4), one finds that $E_F$ cancels:

$$\varepsilon(E)=c(E)\,e^{-(E-E_t)/kT}. \tag{5}$$

This ratio belongs to the trap and to the lattice that supplies or absorbs the energy difference. It continues to hold when the carriers are out of equilibrium, provided that the lattice has temperature $T$.

Now let the electrons be thermalized at the lattice temperature $T$, with a quasi-Fermi level $F_n$ which need not equal that of the holes. Then $1-\phi=\phi\,e^{(E-F_n)/kT}$, and the total emission rate of a filled trap is

$$e_n=\int \varepsilon\, g\,(1-\phi)\,dE
=e^{(E_t-F_n)/kT}\int c\,g\,\phi\,dE
=c_n n\,e^{(E_t-F_n)/kT}. \tag{6}$$

The last step uses the definition of the average, $c_n n=\int c\,g\,\phi\,dE$. If the band is nondegenerate, $n=N_c e^{-(E_c-F_n)/kT}$, where $N_c$ is the effective density of states and $E_c$ the band edge. The quasi-Fermi level then drops out as well:

$$e_n=c_n n_1,\qquad n_1=N_c\,e^{-(E_c-E_t)/kT}. \tag{7}$$

The density $n_1$ is the electron density that would exist if the Fermi level lay at the trap level.

For holes, the same balance reads $c_p(E)(1-\phi)f=\varepsilon_p(E)\phi(1-f)$. Equation (4) gives $\varepsilon_p=c_p(E)e^{-(E_t-E)/kT}$, and integration over a nondegenerate valence band with edge $E_v$ gives

$$e_p=c_p p_1,\qquad p_1=N_v\,e^{-(E_t-E_v)/kT}. \tag{8}$$

In the product of the two reference densities the trap energy cancels:

$$n_1p_1=N_cN_v\,e^{-(E_c-E_v)/kT}=n_i^2, \tag{9}$$

where $n_i$ is the intrinsic density.

The nondegenerate condition matters. By (6), the true ratio $e_n/(c_n n_1)$ equals $n/[N_c e^{(F_n-E_c)/kT}]$. With $F_n$ lying $2kT$ inside a parabolic band this ratio is 0.38, so (7) would overestimate the emission by more than a factor of two.

## The trap occupation

The trapped electron density rises by electron capture and falls by hole capture, so

$$N_t\frac{df}{dt}=R_n-R_p. \tag{10}$$

Inserting (1), (2), (7) and (8), and collecting the terms with and without $f$, gives

$$\frac{df}{dt}=c_n n+c_p p_1-\Gamma f,\qquad
\Gamma=c_n(n+n_1)+c_p(p+p_1). \tag{11}$$

If $n$ and $p$ are held fixed, $f$ approaches its steady value exponentially at the rate $\Gamma$. Setting $df/dt=0$ gives

$$f=\frac{c_n n+c_p p_1}{\Gamma},\qquad
1-f=\frac{c_n n_1+c_p p}{\Gamma}. \tag{12}$$

The numerator of $f$ contains the two processes that fill the trap, electron capture and hole emission. The numerator of $1-f$ contains the two that empty it.

A steady $f$ means $R_n=R_p$, by (10). It does not mean that either rate is zero: electrons enter the trap as fast as holes arrive to remove them. The common value is the recombination rate $U$. Since trapped charge does not move, this argument holds at each point of a device, even when currents carry free carriers in and out.

## The recombination rate

Inserting (12) into (1), with $e_n=c_nn_1$, gives

$$\frac{U}{N_t}=c_n\left[n(1-f)-n_1f\right]
=\frac{c_n}{\Gamma}\left[n(c_n n_1+c_p p)-n_1(c_n n+c_p p_1)\right]. \tag{13}$$

The two terms $c_n n n_1$ cancel. They describe an electron that is captured and then returned to its own band, which removes no pair. What remains is

$$U=N_t\,\frac{c_nc_p\,(np-n_1p_1)}{c_n(n+n_1)+c_p(p+p_1)}. \tag{14}$$

The hole rate (2) leads to the same result, because there the terms $c_p p p_1$ cancel. Define

$$\tau_n=\frac{1}{c_nN_t},\qquad \tau_p=\frac{1}{c_pN_t}. \tag{15}$$

These are the capture times of an electron when all traps are empty and of a hole when all traps are filled. Dividing the numerator and denominator of (14) by $N_tc_nc_p$ turns $c_n$ in the denominator into $\tau_p$, and $c_p$ into $\tau_n$. With (9),

$$\boxed{U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}} \tag{16}$$

Each time multiplies the density of the opposite carrier. The denominator is positive, so the sign of $U$ is that of $np-n_i^2$. An excess of pairs recombines, a deficit is refilled by generation, and equilibrium gives zero.

## Lifetimes at weak and strong injection

Let $n_0$ and $p_0$ be the equilibrium densities, and let both carriers have the same excess $\Delta$. This second condition is an approximation. A change $\delta f$ in trap filling stores charge, and neutrality requires

$$\Delta n+N_t\,\delta f=\Delta p. \tag{17}$$

Equal excesses therefore require $N_t|\delta f|\ll\Delta p$. Equation (16) itself does not need this condition.

With $n=n_0+\Delta$, $p=p_0+\Delta$ and $n_0p_0=n_i^2$, the numerator becomes

$$np-n_i^2=\Delta\,(n_0+p_0+\Delta). \tag{18}$$

The lifetime $\tau=\Delta/U$ is then

$$\tau(\Delta)=\frac{\tau_p(n_0+n_1+\Delta)+\tau_n(p_0+p_1+\Delta)}{n_0+p_0+\Delta}. \tag{19}$$

For $\Delta\to0$ it tends to

$$\tau_0=\frac{\tau_p(n_0+n_1)+\tau_n(p_0+p_1)}{n_0+p_0}. \tag{20}$$

In n-type material with $n_0\gg p_0,n_1$, this simplifies. Since $n_0p_0=n_1p_1$, the condition $n_0\gg n_1$ also means $p_0\ll p_1$, so $p_0$ can be dropped beside $p_1$. Using $\tau_n=\tau_p c_p/c_n$,

$$\tau_0\approx\tau_p\left(1+\frac{c_pp_1}{c_nn_0}\right). \tag{21}$$

The bracket has a direct meaning. After capturing a hole, the trap is empty. It either captures an electron, at the rate $c_nn_0$, and completes the recombination, or emits the hole again, at the rate $c_pp_1$. The probability of completion is $c_nn_0/(c_nn_0+c_pp_1)$, and the bracket is its inverse. If re-emission is slow, $\tau_0\approx\tau_p$, and minority capture sets the lifetime.

For $\Delta$ much larger than all the other densities, (19) gives

$$\tau_\infty=\tau_n+\tau_p. \tag{22}$$

Emission is then negligible, and each trap alternates between capturing an electron and capturing a hole. One cycle takes on average $1/(c_n\Delta)+1/(c_p\Delta)$. Dividing $N_t$ by this time gives $U=\Delta/(\tau_n+\tau_p)$.

Between the limits the lifetime changes monotonically, since differentiation of (19) gives

$$\frac{d\tau}{d\Delta}=\frac{(n_0+p_0)(\tau_\infty-\tau_0)}{(n_0+p_0+\Delta)^2}. \tag{23}$$

It rises with injection if $\tau_0<\tau_n+\tau_p$ and falls in the opposite case.

## An emptied region and the best trap level

If free carriers are swept away, so that $n$ and $p$ can be set to zero in (16), then

$$-U=\frac{n_i^2}{\tau_pn_1+\tau_np_1}=N_t\,\frac{e_ne_p}{e_n+e_p}. \tag{24}$$

The second form follows from (14) with (7) and (8). The trap emits an electron and a hole in turn, and the slower emission limits the generation of pairs.

The position of the level enters (16) through $n_1$ and $p_1$. Let $E_i$ be the level at which $n_1=p_1=n_i$, and write $u=(E_t-E_i)/kT$, so that $n_1=n_ie^u$ and $p_1=n_ie^{-u}$. At fixed $n$, $p$ and capture coefficients, $|U|$ is largest where $\tau_pe^u+\tau_ne^{-u}$ is smallest. Setting the derivative to zero gives $e^{2u}=\tau_n/\tau_p$, or

$$E_t-E_i=\frac{kT}{2}\ln\frac{\tau_n}{\tau_p}. \tag{25}$$

The second derivative is positive, so this is a minimum of the denominator. The best level coincides with $E_i$ only if the two capture coefficients are equal. The optimum is flat when $\tau_pn$ or $\tau_np$ already dominates the denominator.

## A germanium wafer

Take n-type germanium at 300 K with net doping $10^{15}$ cm$^{-3}$, the equilibrium charge of the traps included, and $N_t=10^{12}$ cm$^{-3}$ traps lying 0.30 eV above the valence band. The gap is 0.66 eV, $N_c=1.0\times10^{19}$ cm$^{-3}$ and $N_v=5.0\times10^{18}$ cm$^{-3}$. The cross sections are $10^{-15}$ cm$^2$ for electrons and $10^{-14}$ cm$^2$ for holes, and the thermal speed is $10^7$ cm/s. These are round, rough values in the regime of germanium with a deep metal impurity, and they describe no particular impurity. The larger hole cross section suits an acceptor, which is negative when filled and attracts holes.

The capture coefficients are $c_n=10^{-8}$ and $c_p=10^{-7}$ cm$^3$/s, so (15) gives $\tau_n=100$ µs and $\tau_p=10$ µs. With $kT=0.02585$ eV,

$$n_1=10^{19}e^{-0.36/0.02585}=8.96\times10^{12}\ \text{cm}^{-3},$$
$$p_1=5\times10^{18}e^{-0.30/0.02585}=4.56\times10^{13}\ \text{cm}^{-3}.$$

The equilibrium densities are $n_0=1.00\times10^{15}$ and $p_0=4.09\times10^{11}$ cm$^{-3}$. The traps are 99.1% filled. The four terms of (20), in the order $\tau_pn_0$, $\tau_pn_1$, $\tau_np_0$, $\tau_np_1$, contribute

$$\tau_0=(9.996+0.090+0.041+4.559)\ \text{µs}\approx14.7\ \text{µs}.$$

Hole re-emission supplies almost a third of the lifetime. In the language of (21), an emptied trap captures an electron at $10^7$ s$^{-1}$ and re-emits its hole at $4.6\times10^6$ s$^{-1}$, so roughly two captures in three lead to recombination.

The lifetime rises to 15.6 µs at an excess of $10^{13}$ cm$^{-3}$, 62 µs at $10^{15}$ cm$^{-3}$ and 101 µs at $10^{16}$ cm$^{-3}$, approaching the limit of 110 µs. At strong injection the slow electron capture becomes the bottleneck.

By (25), the best level for these capture coefficients lies 29.8 meV above $E_i$; a numerical search using the balance of the four processes finds the same position. A trap there would give 11.3 µs. The gain is modest because $\tau_pn_0$ alone contributes 10 µs. If the region were emptied of carriers without a field strong enough to alter emission, (24) would give a generation rate of $8.8\times10^{16}$ cm$^{-3}$ s$^{-1}$.

## When the steady-state assumption holds

Equation (16) can be tested by integrating $dn/dt=G-R_n$, $dp/dt=G-R_p$ and (10) in time, without assuming a steady trap. Under uniform generation $G=10^{17}$ cm$^{-3}$ s$^{-1}$, the densities settle at excesses of $1.4925\times10^{12}$ cm$^{-3}$ for electrons and $1.4826\times10^{12}$ cm$^{-3}$ for holes. Inserted into (16), they return $U=1.00000\times10^{17}$ cm$^{-3}$ s$^{-1}$, equal to $G$ as required.

The two excesses differ by 0.67% of the hole excess. The trap filling has dropped from 0.99112 to 0.98124, releasing $0.0099\times10^{12}$ electrons per cm$^3$, which accounts for the difference through (17).

A sudden pulse shows where (16) fails. Let both excesses be $10^{12}$ cm$^{-3}$ at $t=0$, with the trap still at its equilibrium filling $f_0$. The equilibrium terms in (1) and (2) cancel, leaving

$$R_n=N_tc_n\Delta(1-f_0)=8.9\times10^{13}\ \text{cm}^{-3}\,\text{s}^{-1},$$
$$R_p=N_tc_p\Delta f_0=9.9\times10^{16}\ \text{cm}^{-3}\,\text{s}^{-1}.$$

Formula (16) gives $6.8\times10^{16}$ cm$^{-3}$ s$^{-1}$, which is neither of these. Holes find nearly every trap ready, whereas electrons find few empty ones. The difference between the rates then decays with a time of 67 ns, against $1/\Gamma=68$ ns from (11).

After 1 µs, $R_n=6.34\times10^{16}$ and $R_p=6.30\times10^{16}$ cm$^{-3}$ s$^{-1}$, while (16) gives $6.31\times10^{16}$. The remaining gap is the slow refilling of the traps as the holes disappear. The late decay time of the holes is 14.72 µs, within 0.3% of $\tau_0$. The formula thus serves for slow transients too, if $n$ and $p$ change little during $1/\Gamma$ and the change in trapped charge is small beside the excess carrier densities.

## How far the example can be trusted

In a real wafer, surfaces are the first concern. Suppose that each face removes carriers with surface velocity $S$. In a wafer of thickness $W$, with $x$ measured from its middle, the slowest symmetric excess profile is $\cos(2ux/W)$. Diffusion with diffusivity $D$ must deliver the flux $S\Delta$ at each face, which requires

$$u\tan u=\frac{SW}{2D},\qquad
\frac{1}{\tau_{\rm eff}}=\frac{1}{\tau_0}+D\left(\frac{2u}{W}\right)^2. \tag{26}$$

For $W=0.5$ mm and a rough $D=50$ cm$^2$/s, the lifetime falls from 14.7 to 13.9 µs at $S=10^2$ cm/s, representing a well-treated surface, and to 4.85 µs at $10^4$ cm/s, representing a poor one. A measured decay therefore gives the bulk lifetime only if surface loss is small or has been separated. At fixed doping and capture coefficients, the bulk value itself scales as $1/N_t$ as long as $N_t$ is far below the doping and the change in trapped charge is small beside the excess carrier densities. Within that range, carriers live longer in a crystal with fewer of these traps. A real metal impurity may also have several charge states, which a single level cannot describe.

Band-to-band radiative and Auger recombination can be estimated from $B(np-n_i^2)$ and $C(n+p)(np-n_i^2)$, with rough coefficients $B=5\times10^{-14}$ cm$^3$/s and $C=10^{-30}$ cm$^6$/s. At an excess of $10^{12}$ cm$^{-3}$ they amount to less than 0.1% of $U$. At $10^{16}$ cm$^{-3}$ they reach about 6% and 2%, so the approach to 110 µs would be cut short by other channels. At a given Fermi level, band filling changes the electron density by less than 0.01%; at fixed doping it shifts the Fermi level slightly and leaves $n_0$ practically unchanged.

The trap level matters more. A factor of two in the statistical weights changes $\tau_0$ to 19 µs if it doubles $p_1$ and halves $n_1$, and to 12.5 µs if it does the reverse.

Warming the wafer by 50 K changes the weak-injection lifetime more strongly still. At 350 K, take a gap of 0.64 eV, the trap still 0.30 eV above the valence band, unchanged cross sections, a speed growing as $\sqrt T$, and $N_c$ and $N_v$ growing as $T^{3/2}$. Then $p_1$ rises to $3.0\times10^{14}$ cm$^{-3}$ and the lifetime to 40 µs. Repeating the calculation with $p_1$ artificially kept at its 300 K value gives 18 µs, so most of the increase comes from stronger hole re-emission. The size of the increase depends on how the level moves as the gap shrinks: if it kept its distance from the conduction band instead, lying 0.28 eV above the valence band, $p_1$ would be nearly twice as large and the lifetime about 63 µs.

Capture by multiphonon emission can itself be thermally activated. A barrier of 0.05 eV would raise a capture coefficient by a further factor of 1.32 between 300 and 350 K. If it applied to both carriers, both capture times would shrink by that factor, and the lifetime at 350 K would be about 30 µs instead of 40 µs. The balance leading to (16) is unchanged; the temperature dependence of $c_n$ and $c_p$ must come from the microscopic theory of capture or from measurement. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Temperature 300 K, kT = 0.02585 eV, gap = 0.66 eV
Nc = 1.0e+19, Nv = 5.0e+18 cm^-3
Net doping = 1.0e+15, trap density = 1.0e+12 cm^-3
Trap level above valence band = 0.30 eV
Cross sections: electron 1e-15, hole 1e-14 cm^2
Thermal speed = 1e+07 cm/s
cn = 1.0e-08, cp = 1.0e-07 cm^3/s
tau_n = 100.0 us, tau_p = 10.0 us
ni = 2.022e+13 cm^-3
n1 = 8.959e+12, p1 = 4.562e+13 cm^-3
n0 = 1.0004e+15, p0 = 4.086e+11 cm^-3
Equilibrium trap occupation = 0.99112
Weak-injection lifetime = 14.68 us
  part from tau_p n0 = 9.996 us
  part from tau_p n1 = 0.090 us
  part from tau_n p0 = 0.041 us
  part from tau_n p1 = 4.559 us
Lifetime at excess 1e+13 cm^-3 = 15.63 us
Lifetime at excess 1e+15 cm^-3 = 62.32 us
Lifetime at excess 1e+16 cm^-3 = 101.33 us
Strong-injection limit = 110.0 us
Uniform generation G = 1.0e+17 cm^-3 s^-1
  steady excess n = 1.4925e+12, p = 1.4826e+12 cm^-3
  steady trap occupation = 0.98124
  U from formula = 1.00000e+17 cm^-3 s^-1
Pulse, excess n = p = 1e+12 cm^-3; rates in cm^-3 s^-1
  t=0: Rn = 8.876e+13, Rp = 9.911e+16, formula 6.766e+16
  t=1 us: Rn = 6.342e+16, Rp = 6.300e+16, formula 6.313e+16
  trap relaxation: seen 66.8 ns, formula 67.5 ns
  late decay lifetime of holes = 14.72 us
Generation in emptied region = 8.787e+16 cm^-3 s^-1
Best level above intrinsic: found 29.76 meV, formula 29.76 meV
  weak-injection lifetime there = 11.31 us
Emission/(cn n1), level 2 kT inside band = 0.382
Neglected effects:
  trapped charge, (exc n - exc p)/exc p = 0.67 %
  band filling correction to n0 = 0.0035 %
  rough B = 5e-14 cm^3/s, C = 1e-30 cm^6/s
  excess 1e+12 cm^-3: radiative 0.074 %, Auger 0.0015 % of U
  excess 1e+16 cm^-3: radiative 5.573 %, Auger 2.3410 % of U
  wafer 0.5 mm, diffusivity 50 cm^2/s
  surface velocity 1e+02 cm/s: lifetime 13.88 us
  surface velocity 1e+04 cm/s: lifetime 4.85 us
  p1 doubled, n1 halved: 19.20 us
  p1 halved, n1 doubled: 12.50 us
  at 350 K: gap 0.64 eV, p1 = 3.017e+14 cm^-3
  at 350 K: lifetime = 39.71 us
  same, p1 kept at 300 K value: 18.01 us
  capture barrier 0.05 eV, 300 to 350 K: factor 1.32
```
